# Why a Fano peak does not give the resonance energy and width

Take an absorption line whose shape, in units of the smooth background, is

$$f(\varepsilon)=\frac{(1+\varepsilon)^2}{1+\varepsilon^2}=1+\frac{2\varepsilon}{1+\varepsilon^2},\qquad \varepsilon=\frac{2(E-E_r)}{\Gamma}.$$

Here $E_r$ is the resonance energy and $\Gamma$ its width. Since $(1-\varepsilon)^2\ge 0$, we have $2\varepsilon\le 1+\varepsilon^2$, with equality at $\varepsilon=1$. The maximum is therefore $f=2$, and it lies at $E_r+\Gamma/2$. At $E_r$ itself $f=1$, the background value: the resonance energy is neither a maximum nor a minimum of the curve. Half of the maximum is also 1. The curve takes this value at $\varepsilon=0$ and then only in the limit $|\varepsilon|\to\infty$, so there is no finite full width at half maximum.

## The belief and its appeal

The belief is that the peak gives the energy of a resonance and the half maximum its width. For a Lorentzian, $1/(1+\varepsilon^2)$, this is correct: the peak is at $\varepsilon=0$, the half-maximum points are at $\varepsilon=\pm1$, and their separation is $2\times\Gamma/2=\Gamma$. An asymmetric line still has a visible peak, and it is natural to read it in the same way.

The line above is the case $q=1$ of the Fano profile $(q+\varepsilon)^2/(1+\varepsilon^2)$. To see what its peak measures, we need definitions of $E_r$ and $\Gamma$ that do not refer to the peak.

## What the pole defines

Consider two coupled radial channels in Rydberg atomic units, where the uncoupled radial equation is $-u''+Vu=Eu$. Channel 1 is open, with threshold zero. Channel 2 is closed, with a threshold above $E$. Beyond a radius $a$ the potentials are constant and the coupling vanishes, so channel 1 is free there, with $k^2=E$.

For real $E$, choose the real solution that is regular at the origin and decays in channel 2. Near the resonance it can be chosen analytic in $E$. Let $u_1$ be its open component, and define

$$F(E)=u_1'(a)-ik\,u_1(a).$$

Outside, write $u_1=\alpha e^{-ikr}+\beta e^{ikr}$. Substitution gives

$$u_1'(a)-iku_1(a)=-2ik\alpha e^{-ika}=F,$$
$$u_1'(a)+iku_1(a)=2ik\beta e^{ika}=F^*,$$

where the last equality holds for real $E$. With the convention $u_1\propto e^{-ikr}-S\,e^{ikr}$,

$$S=-\frac{\beta}{\alpha}=e^{-2ika}\,\frac{F^*}{F}.$$

For complex $E$, $F^*$ is replaced by its continuation $u_1'(a)+iku_1(a)$. A zero of $F$ means $\alpha=0$: the solution contains an outgoing wave and no incoming one. The continued numerator cannot vanish at the same complex energy, because $u_1$ would then be zero outside and the solution would be a normalizable state of a Hermitian Hamiltonian with a complex energy. The zero of $F$ is thus a pole of $S$. Write its position as

$$E_p=E_r-\frac{i\Gamma}{2},\qquad \Gamma>0.$$

With time in units of $\hbar$ divided by the energy unit, the factor $e^{-iE_pt}$ has squared modulus $e^{-\Gamma t}$. The pole therefore describes a decaying state with decay rate $\Gamma$. Its position depends on the potentials and the outgoing condition. No light source has entered yet.

## How the excitation enters

Let $d(r)$ be the real two-component source formed by the transition operator acting on the initial state. Its overlap with the real solution is

$$N(E)=\int_0^\infty \left(u_1d_1+u_2d_2\right)dr.$$

The solution must be normalized per unit energy. Outside, $u_1=C\sin(kr+\delta)$, so

$$C^2=u_1(a)^2+\frac{u_1'(a)^2}{k^2}=\frac{|F|^2}{k^2}.$$

The singular part of the overlap of two such waves is $C^2(\pi/2)\,\delta(k-k')$. Because $dE/dk=2k$, we have $\delta(k-k')=2k\,\delta(E-E')$, and the overlap becomes $C^2\pi k\,\delta(E-E')$. Unit normalization thus requires $C^2=1/(\pi k)$. Rescaling $N^2$ accordingly gives the absorption strength

$$\sigma(E)=N^2\,\frac{1/(\pi k)}{|F|^2/k^2}=\frac{k\,N(E)^2}{\pi|F(E)|^2}.$$

The slowly varying photon-energy factor has been left out. The source appears in $N$ alone; the resonance denominator $|F|^2$ is the same for every source.

Now assume an isolated, narrow resonance far from both thresholds, and a simple zero of $F$. To leading order,

$$F(E)\simeq F'(E_p)\left(E-E_r+\frac{i\Gamma}{2}\right)=F'(E_p)\,\frac{\Gamma}{2}\,(\varepsilon+i).$$

Over the same narrow range the real function $N$ is nearly linear. Let $E_0$ be the zero of this linear form and define $q=2(E_r-E_0)/\Gamma$. Then

$$N(E)\simeq N'(E-E_0)=N'\,\frac{\Gamma}{2}\,(\varepsilon+q).$$

In $\sigma$ the factors $\Gamma^2/4$ cancel:

$$\sigma\simeq\sigma_b\,\frac{(q+\varepsilon)^2}{1+\varepsilon^2},\qquad \sigma_b=\frac{k\,N'^2}{\pi|F'(E_p)|^2}.$$

This is the Fano profile. Its denominator carries the pole and its numerator carries the excitation. If the slope $N'$ tends to zero while $N$ stays finite, then $|q|\to\infty$ and the line becomes Lorentzian. That is the case in which the belief holds.

## What the peak measures

Expanding both squares, the cross terms $\pm2q\varepsilon$ cancel:

$$(q+\varepsilon)^2+(1-q\varepsilon)^2=q^2+\varepsilon^2+1+q^2\varepsilon^2=(1+q^2)(1+\varepsilon^2).$$

Dividing by $1+\varepsilon^2$ gives

$$\frac{\sigma}{\sigma_b}=1+q^2-\frac{(1-q\varepsilon)^2}{1+\varepsilon^2}.$$

The subtracted term is never negative and vanishes at $\varepsilon=1/q$. For finite nonzero $q$ the maximum is therefore $1+q^2$, at

$$E_{\rm peak}=E_r+\frac{\Gamma}{2q}.$$

The peak is displaced from $E_r$ to the side opposite the zero at $\varepsilon=-q$. For $q=0$ the profile is $\varepsilon^2/(1+\varepsilon^2)$. It rises towards 1 as $|\varepsilon|\to\infty$ and has no maximum at finite $\varepsilon$; its minimum lies at $E_r$.

## What the half maximum measures

Half maximum means $(q+\varepsilon)^2=\tfrac12(1+q^2)(1+\varepsilon^2)$. By the identity above, this is the same as $(q+\varepsilon)^2=(1-q\varepsilon)^2$. The two signs of the square root give

$$q+\varepsilon=1-q\varepsilon\;\Rightarrow\;\varepsilon_1=\frac{1-q}{1+q},$$
$$q+\varepsilon=-1+q\varepsilon\;\Rightarrow\;\varepsilon_2=\frac{q+1}{q-1}.$$

Their distances from the peak are

$$\varepsilon_1-\frac1q=-\frac{q^2+1}{q(q+1)},\qquad \varepsilon_2-\frac1q=\frac{q^2+1}{q(q-1)}.$$

For $|q|>1$ both denominators are positive, so the points lie on opposite sides of the peak. Their separation is

$$\varepsilon_2-\varepsilon_1=\frac{(q+1)^2+(q-1)^2}{q^2-1}=\frac{2(q^2+1)}{q^2-1}.$$

One unit of $\varepsilon$ is an energy $\Gamma/2$, so the full width at half maximum is

$$\Gamma_{1/2}=\Gamma\,\frac{q^2+1}{q^2-1},\qquad |q|>1.$$

This is larger than $\Gamma$ by the fraction $2/(q^2-1)$. For $0<|q|<1$ the two denominators have opposite signs, and both points lie on the same side of the peak, around the zero. On the other side the curve falls towards 1, which is above the half height $(1+q^2)/2$.

For $|q|>1$, taking the midpoint of the half-maximum points instead of the peak makes the energy worse:

$$\frac{\varepsilon_1+\varepsilon_2}{2}=\frac{(q+1)^2-(q-1)^2}{2(q^2-1)}=\frac{2q}{q^2-1},$$

so the midpoint lies at $E_r+\Gamma q/(q^2-1)$. Its error is $2q^2/(q^2-1)$ times that of the peak, which for $|q|>1$ is more than twice as large.

One may object that the half height should be measured above the background. The excess over the background is $(q^2-1+2q\varepsilon)/(1+\varepsilon^2)$, and its maximum is $q^2$. Setting it equal to $q^2/2$ and multiplying by $2(1+\varepsilon^2)$ gives

$$q^2\varepsilon^2-4q\varepsilon+2-q^2=0,\qquad \varepsilon=\frac{2\pm\sqrt{q^2+2}}{q}.$$

The width is now $\Gamma\sqrt{1+2/q^2}$. It exists for every nonzero $q$, but it still exceeds $\Gamma$.

The two biases fade at different rates. At $q=10$ the width read from the zero line is too large by $2/99$, about 2 percent, while the peak is still displaced by 5 percent of $\Gamma$.

## One resonance, three spectra

A square-well model shows the size of the effect. Inside $a=2$ bohr the diagonal potentials are $-2$ Ry in the open channel and $1.2-2=-0.8$ Ry in the closed one, with a coupling of 0.1 Ry. Outside they are 0 and 1.2 Ry, uncoupled. There is no centrifugal term. The outgoing-wave condition gives

$$E_r=0.44965\ \text{Ry}=6.118\ \text{eV},\qquad \Gamma=3.601\ \text{mRy}=49.0\ \text{meV}.$$

Three sources have the same radial form, $re^{-2r}$ with $r$ in bohr, in both channels. They differ in the ratio of the closed to the open component: 0.0215, −0.0973 and −0.0378. These ratios were chosen to place the zero of absorption so that $q=3$, $-2$ and $0.5$.

For $q=3$ the formulas predict a peak displacement of $3.601/6=0.600$ mRy and a width of $3.601\times10/8=4.501$ mRy. The computed spectrum gives 0.601 and 4.506 mRy. The apparent width is 25 percent above $\Gamma$.

For $q=-2$ the predictions are $-3.601/4=-0.900$ mRy and $3.601\times5/3=6.002$ mRy. The spectrum gives −0.899 and 5.984 mRy, a width 66 percent above $\Gamma$.

For $q=0.5$ the peak should be displaced by the whole width, 3.601 mRy. The spectrum gives 3.618 mRy, and there is no half-maximum width.

The first two peaks are 1.50 mRy apart, although they belong to one resonance. If peaks defined resonance energies, this Hamiltonian would have a different one for each source.

The small differences from the formulas come with the finite width, over which $N$, $k$ and $F'$ were treated as simple. Halving the coupling reduces $\Gamma$ to 0.902 mRy, and the largest deviation among the peak, width and midpoint readings falls from 0.0048 to 0.0012 of $\Gamma$. The numerical check asserts this decrease and checks the $q=3$ spectrum at three energies against a separate finite-difference calculation.

## In what sense only the pole

The pole gives a definition that does not depend on the excitation. It is not the only way to obtain the numbers. A fit of the profile over about five widths on each side of the peak, made on the noise-free curve, with the profile multiplied by a linear background factor and no knowledge of the pole, recovers $E_r$ and $\Gamma$ within 0.0004 mRy for all three sources. The error grows with the window, because the background departs from a straight line. Such a fit uses the whole asymmetric shape inside the window, not only the peak position and two half-height points, and treats $q$ and $\Gamma$ as separate parameters.

The scattering phase also serves. With $S=e^{2i\delta}$ and $F\propto\varepsilon+i$, the resonant part of $\delta$ is $-\arg(\varepsilon+i)=\arctan\varepsilon-\pi/2$. Its slope,

$$\frac{d}{dE}\arctan\varepsilon=\frac{2}{\Gamma}\,\frac{1}{1+\varepsilon^2},$$

is largest at $E_r$, where it equals $2/\Gamma$. In the model the steepest point was located on an energy grid of step $\Gamma/2000=0.0018$ mRy that contains $E_r$; it falls on that grid point, so the two agree to within the step. Two divided by the largest slope is 3.609 mRy, 0.2 percent above $\Gamma$; this reading still contains the slow background phase.

These estimates rest on the assumptions made for the profile. Near a threshold, for overlapping resonances, or for a width over which $N$ is no longer linear, the Fano form with constant parameters is not justified, and its fitted energy and width need not agree with the pole. A constant background that does not interfere leaves the peak where it is. It raises the curve by its full amount but the half height by only half of it, so the half-maximum formula above must then be changed.

## Numbers as computed

```
well radius = 2.0 bohr; source decay = 2.0 per bohr
depths U1, U2 = 2.0, 2.0 Ry
closed threshold = 1.2 Ry; coupling W = 0.10 Ry
uncoupled bound state = 0.445597 Ry
pole energy Er = 0.449649 Ry = 6.1178 eV
pole width Gamma = 3.6009 mRy = 48.99 meV
golden-rule width = 3.6080 mRy
pole/golden width at W=0.02 Ry: 0.99992
--- q = 3.0, source ratio = 0.0215
peak energy = 0.450250 Ry
peak - Er = 0.6010 mRy; formula 0.6001 mRy
half-maximum width = 4.5061 mRy; formula 4.5011 mRy
midpoint - Er = 1.3536 mRy; formula 1.3503 mRy
ideal width above background / Gamma = 1.1055
full fit: E - Er = 0.0001 mRy, width = 3.6009 mRy
--- q = -2.0, source ratio = -0.0973
peak energy = 0.448750 Ry
peak - Er = -0.8991 mRy; formula -0.9002 mRy
half-maximum width = 5.9845 mRy; formula 6.0015 mRy
midpoint - Er = -2.3914 mRy; formula -2.4006 mRy
ideal width above background / Gamma = 1.2247
full fit: E - Er = -0.0001 mRy, width = 3.6010 mRy
--- q = 0.5, source ratio = -0.0378
peak energy = 0.453268 Ry
peak - Er = 3.6183 mRy; formula 3.6009 mRy
half-maximum width: does not exist
ideal width above background / Gamma = 3.0000
full fit: E - Er = 0.0003 mRy, width = 3.6007 mRy
---
peak distance, q=3 to q=-2: 1.5001 mRy
steepest phase - Er = 0.0000 mRy
2/(largest phase slope) = 3.6088 mRy
worst deviation / Gamma, W=0.10 Ry: 0.0048
worst deviation / Gamma, W=0.05 Ry: 0.0012
Gamma at W=0.05 Ry = 0.9016 mRy
largest resolvent mismatch = 0.009 percent
```
